# The 't Hooft–Veltman soft-photon integral for two massive momenta: a numerical check

```python
# Result under test: for photon mass lam -> 0,
#   J = int_{|k|<dE} d^3k/omega 1/((p.k)(q.k)) = A ln(2 dE/lam) + B,
#   A = 4 pi a ln(P^2/q^2)/(P^2-q^2),  B = 4 pi a [F(P)-F(q)]/(P^2-q^2),
#   F(u) = ln^2(t/s)/4 + Li2(1-s/v) + Li2(1-t/v),  s,t = u0 +- |u|,
# where P = a p, (P-q)^2 = 0 and v = (P^2-q^2)/(2(P0-q0)).
# Metric (+,-,-,-), hbar = c = 1, momenta in GeV, J, A, B in GeV^-2.
import numpy as np
from scipy.special import spence   # spence(z) = Li2(1-z)
from scipy.constants import fine_structure

pi = np.pi


def dot(a, b):
    return a[0] * b[0] - np.dot(a[1:], b[1:])


def momentum(mass, vec):
    vec = np.array(vec, float)
    return np.concatenate(([np.sqrt(mass**2 + vec @ vec)], vec))


def light_cone(u):
    s = u[0] + np.linalg.norm(u[1:])
    return s, dot(u, u) / s


def F(u, v):
    s, t = light_cone(u)
    return 0.25 * np.log(t / s)**2 + spence(s / v) + spence(t / v)


def null_line(p, q, sign=1):
    pq, pp, qq = dot(p, q), dot(p, p), dot(q, q)
    a = (pq + sign * np.sqrt(pq**2 - pp * qq)) / pp
    P = a * p
    gap = dot(P, P) - qq
    return a, P, gap, gap / (2 * (P[0] - q[0]))


def closed(p, q, sign=1):
    a, P, gap, v = null_line(p, q, sign)
    pre = 4 * pi * a / gap
    return pre * np.log(dot(P, P) / dot(q, q)), pre * (F(P, v) - F(q, v))


def closed_self(p):
    s, t = light_cone(p)
    A = 4 * pi / dot(p, p)
    return A, A * p[0] / (2 * np.linalg.norm(p[1:])) * np.log(t / s)


# Product quadrature on the unit sphere, axes unrelated to the momenta
c_nodes, c_weights = np.polynomial.legendre.leggauss(80)
n_phi = 160
phi = 2 * pi * np.arange(n_phi) / n_phi
sin_t = np.sqrt(1 - c_nodes**2)
dirs = np.array([np.outer(sin_t, np.cos(phi)).ravel(),
                 np.outer(sin_t, np.sin(phi)).ravel(),
                 np.repeat(c_nodes, n_phi)])
d_omega = np.repeat(c_weights, n_phi) * 2 * pi / n_phi


def angular(p, q, w=1.0):
    # w = |k|/omega is the photon velocity
    return np.sum(d_omega / ((p[0] - w * (p[1:] @ dirs))
                             * (q[0] - w * (q[1:] @ dirs))))


def quadrature(p, q):
    # k^2 dk/omega^3 = w^2 dw/(1-w^2); subtract the logarithmic endpoint
    x, weight = np.polynomial.legendre.leggauss(60)
    A = angular(p, q)
    B = sum(0.5 * g * (w * w * angular(p, q, w) - A) / (1 - w * w)
            for w, g in zip(0.5 * (x + 1), weight))
    return A, B


def finite_mass(p, q, ratio):
    # full integral at dE/lam = ratio, with |k| = lam sinh(y)
    x, weight = np.polynomial.legendre.leggauss(120)
    top = np.arcsinh(ratio)
    return sum(0.5 * top * g * np.tanh(y)**2 * angular(p, q, np.tanh(y))
               for y, g in zip(0.5 * top * (x + 1), weight))


def to_rest_frame(K, u):
    M = np.sqrt(dot(K, K))
    e_new = dot(K, u) / M
    return np.concatenate(([e_new],
                           u[1:] - K[1:] * (u[0] + e_new) / (K[0] + M)))


def close(x, y, tol=1e-9):
    return abs(x - y) <= tol * max(abs(x), abs(y))


# Closed form against quadrature: random and collinear momenta
rng = np.random.default_rng(7)
cases = []
for _ in range(6):
    m = rng.uniform(0.5, 3.0, 2)
    cases.append((momentum(m[0], m[0] * rng.uniform(-1.2, 1.2, 3)),
                  momentum(m[1], m[1] * rng.uniform(-1.2, 1.2, 3))))
cases.append((momentum(1, [0, 0, 2]), momentum(2, [0, 0, 1])))
cases.append((momentum(1, [0, 0, 2]), momentum(2, [0, 0, -1])))
worst = 0.0
for a_mom, b_mom in cases:
    A_num, B_num = quadrature(a_mom, b_mom)
    for sign in (1, -1):
        A_cl, B_cl = closed(a_mom, b_mom, sign)
        assert close(A_cl, A_num) and close(B_cl, B_num)
        worst = max(worst, abs(A_cl / A_num - 1), abs(B_cl / B_num - 1))

# Worked example
m1, m2, dE, lam, E_low = 1.0, 3.0, 0.01, 1e-6, 0.001
p, q = momentum(m1, [2, 0, 1]), momentum(m2, [-1, 1, 3])
a, P, gap, v = null_line(p, q)
A, B = closed(p, q)
A_num, B_num = quadrature(p, q)
assert close(A, A_num) and close(B, B_num)
eta = np.arccosh(dot(p, q) / (m1 * m2))
assert close(A_num, 4 * pi * eta / (m1 * m2 * np.sinh(eta)))
assert close(a, m2 / m1 * np.exp(eta))
assert close(null_line(p, q, -1)[0], m2 / m1 * np.exp(-eta))

# Geometry and derivative along the null line
l = P - q
n_hat = l[1:] / l[0]
assert abs(dot(l, l)) < 1e-10 * l[0]**2
for x in (0.05, 0.3, 0.6, 0.95):
    u = q + x * l
    s, t = light_cone(u)
    perp = u[1:] - n_hat * (u[1:] @ n_hat)
    assert close(u[0] - u[1:] @ n_hat, v) and t <= v <= s
    assert close((s - v) * (t - v), -perp @ perp, 1e-8)
    assert close(dot(u, u), dot(q, q) + x * gap)
    h = 1e-4
    slope = (F(u + h * l, v) - F(u - h * l, v)) / (2 * h)
    r = np.linalg.norm(u[1:])
    # central difference: truncation error of order h^2
    assert close(slope, gap * u[0] / (2 * r * dot(u, u)) * np.log(t / s), 1e-5)

# One-momentum integral and the limit of coinciding momenta
for u in (p, q):
    assert np.allclose(closed_self(u), quadrature(u, u), rtol=1e-9, atol=0)
shift = np.array([0.0005, 0.0, 0.0])
near = closed(momentum(m1, p[1:] + shift), momentum(m1, p[1:] - shift))
# the symmetric splitting leaves a second-order difference
assert np.allclose(near, closed_self(p), rtol=1e-5, atol=0)

# Direct integration at finite photon mass: error must fall as lam^2
errors = [finite_mass(p, q, R) - (A * np.log(2 * R) + B) for R in (1e2, 1e3)]
assert abs(errors[0] / errors[1] / 100 - 1) < 0.03

# Other frames: quadrature and the massless angular formula
frame_B = []
for K in (q, p + q):
    pK, qK = to_rest_frame(K, p), to_rest_frame(K, q)
    A_K, B_K = closed(pK, qK)
    assert close(A_K, A) and close(B_K, quadrature(pK, qK)[1])
    K_n = K[0] - K[1:] @ dirs
    shift_B = np.sum(d_omega * np.log(K_n / np.sqrt(dot(K, K)))
                     / ((p[0] - p[1:] @ dirs) * (q[0] - q[1:] @ dirs)))
    assert close(B_K, B - shift_B)
    frame_B.append(B_K)
    if K is q:
        B_from_angles = B_K + shift_B
        rest = (2 * pi * (eta**2 + spence(np.exp(2 * eta)))
                / (m1 * m2 * np.sinh(eta)))
        assert close(rest, quadrature(pK, qK)[1])

# Soft factor of a neutral parent decaying to opposite unit charges
pref = fine_structure / (4 * pi**2)
App, Bpp = closed_self(p)
Aqq, Bqq = closed_self(q)
S_log = pref * (2 * dot(p, q) * A - m1**2 * App - m2**2 * Aqq)
S_const = pref * (2 * dot(p, q) * B - m1**2 * Bpp - m2**2 * Bqq)
pn, qn = p[0] - p[1:] @ dirs, q[0] - q[1:] @ dirs
current2 = 2 * dot(p, q) / (pn * qn) - m1**2 / pn**2 - m2**2 / qn**2
assert current2.min() > -1e-12
assert close(pref * np.sum(d_omega * current2),
             2 * fine_structure / pi * (eta / np.tanh(eta) - 1))
assert close(S_log, pref * np.sum(d_omega * current2))
S_const_num = pref * (2 * dot(p, q) * B_num - m1**2 * quadrature(p, p)[1]
                      - m2**2 * quadrature(q, q)[1])
assert close(S_const, S_const_num, 1e-8)
mean_number = S_log * np.log(dE / E_low)
big_log = np.log(2 * dE / lam)

print("masses m1, m2 (GeV):", m1, m2)
print("vector p (GeV):", p[1:], " vector q (GeV):", q[1:])
print("dE, lam, E_low (GeV):", dE, lam, E_low)
print(f"energies p0, q0 (GeV): {p[0]:.8f} {q[0]:.8f}")
print(f"p.q (GeV^2): {dot(p, q):.8f}")
print(f"relative rapidity eta: {eta:.8f}")
print(f"larger root a: {a:.8f}")
print(f"smaller root a: {null_line(p, q, -1)[0]:.8f}")
print(f"P^2 (GeV^2): {dot(P, P):.7f}")
print(f"P^2-q^2 (GeV^2): {gap:.7f}")
print(f"l0 (GeV): {l[0]:.8f}")
print(f"v (GeV): {v:.8f}")
for name, u in (("P", P), ("q", q)):
    s, t = light_cone(u)
    print(f"{name}: s, t (GeV): {s:.8f} {t:.8f}")
    print(f"{name}: arguments 1-s/v, 1-t/v: {1-s/v:.8f} {1-t/v:.8f}")
    print(f"{name}: Li2(1-s/v), Li2(1-t/v): "
          f"{spence(s/v):.8f} {spence(t/v):.8f}")
    print(f"{name}: ln^2(t/s)/4: {0.25*np.log(t/s)**2:.8f}")
    print(f"{name}: F: {F(u, v):.8f}")
print(f"prefactor 4 pi a/(P^2-q^2) (GeV^-2): {4*pi*a/gap:.8f}")
print(f"A closed form (GeV^-2): {A:.9f}")
print(f"A angular quadrature (GeV^-2): {A_num:.9f}")
print(f"B closed form (GeV^-2): {B:.9f}")
print(f"B angle and velocity quadrature (GeV^-2): {B_num:.9f}")
print(f"B from q-rest value and massless angles (GeV^-2): "
      f"{B_from_angles:.9f}")
print(f"ln(2 dE/lam): {big_log:.8f}")
print(f"J (GeV^-2): {A*big_log+B:.8f}")
print(f"B in q rest frame (GeV^-2): {frame_B[0]:.8f}")
print(f"B in pair rest frame (GeV^-2): {frame_B[1]:.8f}")
print(f"finite-mass J minus asymptotic J, dE/lam=100 (GeV^-2): "
      f"{errors[0]:.4e}")
print(f"finite-mass J minus asymptotic J, dE/lam=1000 (GeV^-2): "
      f"{errors[1]:.4e}")
print(f"largest relative deviation, {len(cases)} test pairs: {worst:.1e}")
print(f"fine-structure constant: {fine_structure:.9f}")
print(f"soft factor, coefficient of ln(2 dE/lam): {S_log:.9f}")
print(f"soft factor, constant part: {S_const:.9f}")
print(f"soft factor S at given lam: {S_log*big_log+S_const:.8f}")
print(f"mean photon number from E_low to dE: {mean_number:.8f}")
print("verified")
```

It prints:

```
masses m1, m2 (GeV): 1.0 3.0
vector p (GeV): [2. 0. 1.]  vector q (GeV): [-1.  1.  3.]
dE, lam, E_low (GeV): 0.01 1e-06 0.001
energies p0, q0 (GeV): 2.44948974 4.47213595
p.q (GeV^2): 9.95445115
relative rapidity eta: 1.86903343
larger root a: 19.44608419
smaller root a: 0.46281811
P^2 (GeV^2): 378.1501902
P^2-q^2 (GeV^2): 369.1501902
l0 (GeV): 43.16084780
v (GeV): 4.27644739
P: s, t (GeV): 91.11574989 4.15021761
P: arguments 1-s/v, 1-t/v: -20.30641196 0.02951744
P: Li2(1-s/v), Li2(1-t/v): -6.12915180 0.02973817
P: ln^2(t/s)/4: 2.38543377
P: F: -3.71397987
q: s, t (GeV): 7.78876075 1.15551116
q: arguments 1-s/v, 1-t/v: -0.82131569 0.72979647
q: Li2(1-s/v), Li2(1-t/v): -0.69539233 0.94169281
q: ln^2(t/s)/4: 0.91024856
q: F: 1.15654904
prefactor 4 pi a/(P^2-q^2) (GeV^-2): 0.66197095
A closed form (GeV^-2): 2.474491663
A angular quadrature (GeV^-2): 2.474491663
B closed form (GeV^-2): -3.224148628
B angle and velocity quadrature (GeV^-2): -3.224148628
B from q-rest value and massless angles (GeV^-2): -3.224148628
ln(2 dE/lam): 9.90348755
J (GeV^-2): 21.28194876
B in q rest frame (GeV^-2): -3.32589747
B in pair rest frame (GeV^-2): -2.81504706
finite-mass J minus asymptotic J, dE/lam=100 (GeV^-2): 3.6976e-04
finite-mass J minus asymptotic J, dE/lam=1000 (GeV^-2): 3.6982e-06
largest relative deviation, 8 test pairs: 2.1e-15
fine-structure constant: 0.007297353
soft factor, coefficient of ln(2 dE/lam): 0.004460597
soft factor, constant part: -0.004946801
soft factor S at given lam: 0.03922867
mean photon number from E_low to dE: 0.01027090
verified
```
